# The Asymmetric Top: Wang Blocks, D2 Species and Dipole Selection Rules

## 1. Definitions and conventions

A rigid molecule has principal inertial axes \(a,b,c\). With angular momentum in units of \(\hbar\) and energies written as frequencies, its rotational Hamiltonian is

\[
H=A J_a^2+B J_b^2+C J_c^2,\qquad A>B>C .
\]

Each constant is inversely proportional to the moment of inertia about its axis. The body axes are named \(z=a,\ x=b,\ y=c\).

An orientation is a rotation matrix \(R\) that turns body components of a vector into space components. Let \(R_g(\epsilon)\) be a rotation by \(\epsilon\) about body axis \(g\). The body component \(J_g\) generates such turns:

\[
\bigl(e^{i\epsilon J_g}\psi\bigr)(R)=\psi\bigl(R\,R_g(\epsilon)\bigr).
\]

Two successive operators of this kind multiply in the same order as their matrices, so \(iJ_g\) obeys the same commutation rules as the matrix generators \(L_g\), for which \([L_x,L_y]=L_z\). Hence \([iJ_x,iJ_y]=iJ_z\), or

\[
[J_x,J_y]=-iJ_z ,\quad\text{and cyclically.}
\]

The sign is opposite to that for space-fixed components. Space-fixed rotations multiply \(R\) from the left and body rotations from the right, so the two sets of components commute.

The symmetric-top functions \(|J,k,m\rangle\) have total angular momentum \(J\), projection \(k\) on body axis \(z\) and projection \(m\) on space axis \(Z\). Both projections run from \(-J\) to \(J\). Since \(H\) contains body components alone, it leaves \(J\) and \(m\) unchanged, and we write \(|k\rangle\) for short.

Define \(J_\pm=J_x\pm iJ_y\). The commutators give

\[
[J_z,J_+]=[J_z,J_x]+i[J_z,J_y]=-iJ_y-J_x=-J_+ ,
\]

so \(J_+\) lowers \(k\). Also \(J_-J_+=J_x^2+J_y^2+i[J_x,J_y]=J^2-J_z^2+J_z\), which fixes the norm. With positive phases,

\[
J_\pm|k\rangle=\sqrt{J(J+1)-k(k\mp1)}\;|k\mp1\rangle .
\]

## 2. The Hamiltonian in ladder form

Split the \(x,y\) part into a sum and a difference:

\[
BJ_x^2+CJ_y^2=\tfrac{B+C}{2}(J_x^2+J_y^2)+\tfrac{B-C}{2}(J_x^2-J_y^2).
\]

Here \(J_x^2+J_y^2=J^2-J_z^2\). In \(J_+^2+J_-^2\) the cross terms cancel, leaving \(2(J_x^2-J_y^2)\). Therefore

\[
H=\tfrac{B+C}{2}J^2+\Bigl(A-\tfrac{B+C}{2}\Bigr)J_z^2+\tfrac{B-C}{4}\,(J_+^2+J_-^2).
\]

Write \(h(k',k)=\langle k'|H|k\rangle\). The nonzero elements are

\[
h(k,k)=\tfrac{B+C}{2}J(J+1)+\Bigl(A-\tfrac{B+C}{2}\Bigr)k^2,
\]
\[
h(k+2,k)=\tfrac{B-C}{4}\sqrt{[J(J+1)-k(k+1)]\,[J(J+1)-(k+1)(k+2)]}
\]

and the transposes of the latter. Even and odd \(k\) are thus already separate. The half-turns separate each of these sets once more.

## 3. The three half-turns

Let \(R_a,R_b,R_c\) now denote the operators \(e^{i\pi J_g}\). Each keeps its own component of \(\mathbf J\) and reverses the other two. The squares in \(H\) do not change, so all three commute with \(H\). Together with the identity they form the group D2.

**About \(a\).** Since \(J_a=J_z\), \(R_a|k\rangle=e^{i\pi k}|k\rangle=(-1)^k|k\rangle\).

**About \(b\).** \(R_b\) reverses \(J_y\) and \(J_z\). Reversing \(J_z\) means that \(R_b|k\rangle=c_k|-k\rangle\) with some phase \(c_k\). Reversing \(J_y\) means that \(R_bJ_+=J_-R_b\). Apply both sides to \(|k\rangle\):

\[
\sqrt{J(J+1)-k(k-1)}\;c_{k-1}|-k+1\rangle
=c_k\sqrt{J(J+1)-k(k-1)}\;|-k+1\rangle .
\]

The right-hand root follows from the rule for \(J_-\) with \(k\) replaced by \(-k\). The roots are equal, so \(c_{k-1}=c_k\), and one phase \(c\) serves all \(k\).

To find it, take \(k=0\). Space-fixed ladder operators change \(m\) and commute with \(R_b\), so \(c\) does not depend on \(m\) either, and we may take \(m=0\). That function depends on the angle \(\theta\) between \(z\) and \(Z\) alone and is proportional to the Legendre polynomial \(P_J(\cos\theta)\). A half-turn about \(x\) reverses body axis \(z\), hence \(\cos\theta\to-\cos\theta\). Because \(P_J(-u)=(-1)^JP_J(u)\), we have \(c=(-1)^J\).

**About \(c\).** Half-turns about \(x\) and \(z\) multiply to a half-turn about \(y\), so \(R_c=R_aR_b\). In summary,

\[
R_a|k\rangle=(-1)^k|k\rangle,\quad R_b|k\rangle=(-1)^J|-k\rangle,\quad R_c|k\rangle=(-1)^{J+k}|-k\rangle .
\]

## 4. The Wang functions and their species

With \(K=|k|\) and \(s=0\) or \(1\), define

\[
|K,s\rangle=\frac{|K\rangle+(-1)^s|-K\rangle}{\sqrt2}\quad(K>0),\qquad |0,0\rangle=|0\rangle .
\]

There is no function with \(K=0,\ s=1\). Exchanging \(|K\rangle\) and \(|-K\rangle\) multiplies the combination by \((-1)^s\), so the eigenvalues of the half-turns are

\[
R_a:(-1)^K,\qquad R_b:(-1)^{J+s},\qquad R_c:(-1)^{J+K+s}.
\]

For a given \(J\), the parity of \(K\) and the value of \(s\) select one of four sets: \(E^+,E^-\) for even \(K\) and \(O^+,O^-\) for odd \(K\), the superscript being the sign \((-1)^s\). The sets have different characters under operators that commute with \(H\), so \(H\) cannot connect them.

The D2 species are named by their characters: \(\mathcal A\) has \(+1\) for every half-turn, and \(\mathcal B_g\) has \(+1\) for \(R_g\) and \(-1\) for the other two. Which block carries which species depends on the parity of \(J\), because \(R_b\) contains \((-1)^J\):

| Block | \(J\) even | \(J\) odd |
|---|---|---|
| \(E^+\) | \(\mathcal A\) | \(\mathcal B_a\) |
| \(E^-\) | \(\mathcal B_a\) | \(\mathcal A\) |
| \(O^+\) | \(\mathcal B_b\) | \(\mathcal B_c\) |
| \(O^-\) | \(\mathcal B_c\) | \(\mathcal B_b\) |

All four blocks are present from \(J=2\) on. For \(J=1\) the block \(E^-\) is empty, and for \(J=0\) there is \(E^+\) alone.

## 5. Elements of the blocks

For \(K,K'>0\), use \(h(-k',-k)=h(k',k)\):

\[
\langle K',s|H|K,s\rangle=h(K',K)+(-1)^s h(K',-K).
\]

The second term needs \(K'+K=2\) within a block of one parity, so it occurs for \(K=K'=1\). There \(h(1,-1)=\tfrac{B-C}{4}J(J+1)\), since \(k(k+1)\) and \((k+1)(k+2)\) both vanish at \(k=-1\). The diagonal elements are therefore

\[
H_{KK}=\tfrac{B+C}{2}J(J+1)+\Bigl(A-\tfrac{B+C}{2}\Bigr)K^2
+\delta_{K1}(-1)^s\tfrac{B-C}{4}J(J+1).
\]

For \(K>0\) the coupling is \(H_{K+2,K}=h(K+2,K)\). For \(K=0\) both \(|2\rangle\) and \(|-2\rangle\) contribute:

\[
H_{20}=\frac{h(2,0)+h(-2,0)}{\sqrt2}=\sqrt2\,h(2,0).
\]

Every block is real, symmetric and tridiagonal.

For \(J=1\) each block has one element. \(E^+\) gives \(B+C\), while \(O^\pm\) gives \(A+\tfrac12(B+C)\pm\tfrac12(B-C)\), that is, \(A+B\) and \(A+C\).

For \(J=2\), \(J(J+1)=6\). The one-element blocks are

\[
E^-:\ 3(B+C)+4A-2(B+C)=4A+B+C,
\]
\[
O^\pm:\ A+\tfrac52(B+C)\pm\tfrac32(B-C),
\]

so \(O^+\) gives \(A+4B+C\) and \(O^-\) gives \(A+B+4C\). The remaining block has

\[
H_{00}=3(B+C),\quad H_{22}=4A+B+C,\quad H_{20}=\sqrt2\,\tfrac{B-C}{4}\sqrt{6\cdot4}=\sqrt3\,(B-C).
\]

Its mean diagonal element is \(2(A+B+C)\) and half its diagonal difference is \(2A-B-C\). Hence

\[
E_\pm=2(A+B+C)\pm\sqrt{(2A-B-C)^2+3(B-C)^2}.
\]

## 6. The labels \(K_a\) and \(K_c\)

In an asymmetric top \(|J_a|\) and \(|J_c|\) do not commute with \(H\) from \(J=2\) on; for \(J\le1\), where every block has one element, they do. In a block with more than one element the levels mix several values of each. Only in a one-element block, whose single function does not depend on \(B\), are both sharp. The labels come from two limits, reached by moving \(B\) while \(A\) and \(C\) stay fixed:

\[
B=C\ (\text{prolate}):\quad E=CJ(J+1)+(A-C)K_a^2,
\]
\[
B=A\ (\text{oblate}):\quad E=AJ(J+1)-(A-C)K_c^2 .
\]

**Levels of one block do not cross.** For \(B>C\) every coupling between neighbours in a block is nonzero. In the eigenvalue equations of such a tridiagonal matrix, the first component of the eigenvector determines the second, these two determine the third, and so on. One eigenvalue therefore has one independent eigenvector, and no two levels coincide. At \(B=C\) the matrix is diagonal with distinct values of \(K^2\), so again none coincide. The energies are continuous in \(B\), and the \(n\)th level of a block stays the \(n\)th from one limit to the other.

**Which \(K_c\) values a block contains.** In the oblate limit \(J_c\) is sharp and \(R_c=e^{i\pi J_c}\) has the eigenvalue \((-1)^{K_c}\). Comparison with Section 4 gives \(K_c\equiv J+K+s\) modulo 2. For each \(K_c>0\), \(R_a\) exchanges the two signs of \(J_c\), so one combination has \(R_a=+1\) and one has \(R_a=-1\). Each block thus contains every positive \(K_c\) of its parity once.

**Their sum.** Going up in energy, \(K_a\) rises in steps of 2 and \(K_c\) falls in steps of 2. Their sum is constant within a block and can be read from its lowest level:

| Block | lowest \(K_a\) | highest \(K_c\) | sum |
|---|---|---|---|
| \(E^+\) | 0 | \(J\) | \(J\) |
| \(E^-\) | 2 | \(J-1\) | \(J+1\) |
| \(O^+\) | 1 | \(J-1\) | \(J\) |
| \(O^-\) | 1 | \(J\) | \(J+1\) |

The cases with highest \(K_c=0\) are \(J=0\) in \(E^+\) and \(J=1\) in \(O^+\). They fit as well: by the argument of Section 3 with the axes renamed, the function with \(J_c=0\) has \(R_a=(-1)^J\), as these blocks require. So

\[
K_a+K_c=J+s .
\]

The characters can now be read from the level symbol \(J_{K_aK_c}\):

\[
R_a=(-1)^{K_a},\qquad R_b=(-1)^{K_a+K_c},\qquad R_c=(-1)^{K_c}.
\]

With e for even and o for odd, in the order \(K_aK_c\), the species are ee \(=\mathcal A\), eo \(=\mathcal B_a\), oo \(=\mathcal B_b\), oe \(=\mathcal B_c\). The parities are good quantum numbers of the rigid top; the numbers \(K_a\) and \(K_c\) themselves are labels.

## 7. Selection rules

Let the molecule have a permanent dipole with constant body components \(\mu_a,\mu_b,\mu_c\). Its component along the space axis \(Z\) is

\[
\mu_Z=\mu_a\Phi_{Za}+\mu_b\Phi_{Zb}+\mu_c\Phi_{Zc},
\]

where \(\Phi_{Zg}\) is the cosine of the angle between \(Z\) and \(g\). A half-turn about \(h\) keeps axis \(h\) and reverses the other two. Thus

\[
R_h\Phi_{Zg}R_h^{-1}=\eta_{hg}\Phi_{Zg},\qquad \eta_{hg}=+1\ (h=g),\quad -1\ (h\ne g).
\]

Let the initial and final levels have the characters \(r_i\) and \(r_f\) under \(R_h\). Inserting \(R_h^{-1}R_h=1\) on both sides of \(\Phi_{Zg}\) gives

\[
\langle f|\Phi_{Zg}|i\rangle=r_f\,\eta_{hg}\,r_i\,\langle f|\Phi_{Zg}|i\rangle .
\]

Unless \(r_fr_i=\eta_{hg}\), the element equals its own negative and vanishes. For \(h=a\) the product \(r_fr_i\) is \((-1)^{\Delta K_a}\), and for \(h=c\) it is \((-1)^{\Delta K_c}\). The condition for \(h=b\) is the product of these two. Therefore:

| Type | Component | \(\Delta K_a\) | \(\Delta K_c\) |
|---|---|---|---|
| \(a\) | \(\mu_a\) | even | odd |
| \(b\) | \(\mu_b\) | odd | odd |
| \(c\) | \(\mu_c\) | odd | even |

The missing combination, even and even, joins levels of the same species. It is forbidden for every direction of the dipole. Two different species can be joined by one component and no other. The same holds for \(\mu_X\) and \(\mu_Y\), because a half-turn of the body acts on the index \(g\) alone.

The rule for \(J\) comes from rotations in space. The dipole is a vector, so its action on a state adds one unit of angular momentum to \(J\). The result contains \(J-1,J,J+1\), or \(1\) alone if \(J=0\). Hence \(\Delta J=0,\pm1\), with \(0\leftrightarrow0\) excluded.

These conditions are necessary. They say which lines vanish, while the strength of the others depends on the eigenvectors. In the prolate limit, for instance, \(\Phi_{Za}=\cos\theta\) conserves \(k\), so \(a\)-type lines obey the stricter rule \(\Delta K_a=0\). Asymmetry mixes \(k\) with \(k\pm2\) and lets lines with other even \(\Delta K_a\) appear.

## 8. Worked example

Take the round model values \(A=30,\ B=18,\ C=12\) GHz. A rigid body needs \(1/A+1/B\ge1/C\), since \(I_a+I_b-I_c\) is twice the sum of the masses times their squared distances from the \(ab\) plane. Here the difference is \(0.00556\ \text{GHz}^{-1}\), so such a body can exist, and it is not planar.

For \(J=1\) the energies are \(B+C=30\), \(A+C=42\) and \(A+B=48\) GHz, labelled \(1_{01},1_{11},1_{10}\).

For \(J=2\) the \(E^+\) block is

\[
\begin{pmatrix}90&10.392\\10.392&150\end{pmatrix}\text{GHz},\qquad
E_\pm=120\pm\sqrt{30^2+10.392^2}=120\pm31.749 .
\]

This gives \(2_{02}\) at 88.251 GHz and \(2_{20}\) at 151.749 GHz. The other levels are \(2_{12}\) at 96, \(2_{11}\) at 114 and \(2_{21}\) at 150 GHz.

The levels \(2_{21}\) and \(2_{20}\) lie just 1.749 GHz apart. Both have the diagonal element 150 GHz; \(2_{20}\) is pushed up by its coupling to \(K=0\), and \(2_{21}\) has no such partner. The pair \(2_{12},2_{11}\) is split by 18 GHz, because \(k=1\) and \(k=-1\) are coupled directly, giving \(3(B-C)\).

To compare lines, define the strength per unit dipole component as

\[
S_g(i,f)=\sum_{F=X,Y,Z}\ \sum_{m,m'}|\langle f,m'|\Phi_{Fg}|i,m\rangle|^2 .
\]

From \(1_{01}\), which is eo, the five upper levels with \(J=2\) give:

| Upper level | Frequency (GHz) | Type | Strength |
|---|---|---|---|
| \(2_{02}\) | 58.251 | \(a\) | 1.94491 |
| \(2_{12}\) | 66.000 | \(b\) | 1.50000 |
| \(2_{11}\) | 84.000 | \(c\) | 1.50000 |
| \(2_{21}\) | 120.000 | none | 0 |
| \(2_{20}\) | 121.749 | \(a\) | 0.05509 |

The first photon energy is \(8.853\times10^{-6}\) hartree. The strengths were computed by integrating over orientations, without use of the selection rules.

The two \(a\)-type values can be understood by hand. Since \(\sum_F\Phi_{Fg}^2=1\), summing \(S_g\) over all final levels gives \(2J+1\). From \(0_{00}\) the sum is 1, and the one \(a\)-type partner is \(1_{01}\); that line has strength 1. From \(1_{01}\) the sum is 3. No level with \(J=1\) is an \(a\)-type partner, so \(3-1=2\) remains for \(2_{02}\) and \(2_{20}\) together. The operator \(\Phi_{Za}\) conserves \(k\), and \(1_{01}\) has \(k=0\), so the strength 2 is shared in proportion to the weight of \(K=0\) in each upper level. In the lower level of a two-by-two block this weight is

\[
\tfrac12\Bigl(1+\frac{30}{31.749}\Bigr)=0.97246,
\]

and twice this is 1.9449, as found. The weak line to \(2_{20}\) takes the remaining 0.0551. It is allowed by symmetry and owes its strength to the asymmetry.

Among all levels with \(J\le3\), the strengths forbidden by the rules are zero to rounding, and the smallest allowed one is 0.0109. The blocks, characters and labels were tested up to \(J=6\). The figures are in the numerical output.

## 9. Conditions, and the link to real molecules

**Principal axes.** If the axes are not principal, \(H\) contains terms such as \(D(J_aJ_b+J_bJ_a)\). The half-turns \(R_a\) and \(R_b\) each reverse one factor and change the sign of this term; \(R_c\) reverses both and leaves it alone. The parity of \(K_a\) is then lost and that of \(K_c\) survives. With \(D=2\) GHz and \(J=2\), the commutators of \(H\) with \(R_a\) and \(R_b\) have elements up to 12 GHz, while that with \(R_c\) vanishes. Turning to the principal axes removes the term.

**Corrections to rigidity.** A correction with even powers of each of \(J_a,J_b,J_c\) keeps all three half-turns, and the parities remain good. The closed energies of Section 5 then no longer hold. Not every real correction has this form. If a vibration of the molecule changes both a moment of inertia and a product of inertia, as in HOD, centrifugal distortion also gives terms such as \(J_a^3J_b+J_bJ_a^3\). Like the \(D\) term above, these change sign under \(R_a\) and \(R_b\). The species are then weakly mixed. In a planar molecule the parity of \(K_c\) survives. In a molecule with no symmetry both parities are only approximate, and very weak lines between levels of nominally the same species can appear.

**Symmetry of the molecule.** D2 belongs to the rigid-top Hamiltonian, and as long as the molecule is treated as rigid, with constant dipole components, it needs no symmetry for the rules to hold. If it has some, more follows. Suppose a half-turn about \(b\) carries the molecule into itself by exchanging two equal nuclei. Then \(\mu_a=\mu_c=0\), and \(b\)-type lines alone remain. For the rigid frame, the exchange has the same effect as \(R_b\), so the rotational function acquires the factor \((-1)^{K_a+K_c}\). The required symmetry of the total wavefunction then ties this parity to the nuclear-spin states, which affects intensities.

For a planar molecule, inversion of all positions in the centre of mass acts on the frame as a half-turn about \(c\), the axis normal to the plane. The rotational function then has inversion parity \((-1)^{K_c}\). The dipole is odd under inversion, so for lines within one vibrational and electronic state \(K_c\) must change by an odd number. This agrees with the table in Section 7: \(\mu_c=0\) in a planar molecule, and both \(a\)- and \(b\)-type lines have odd \(\Delta K_c\).

## Calculated quantities

```
Constants A, B, C = 30, 18, 12 GHz
Moment check 1/A + 1/B - 1/C = 0.00556 1/GHz
Ray asymmetry parameter = -0.3333
J=2 E+ block: H00 = 90.000, H22 = 150.000 GHz
J=2 E+ block: H02 = 10.3923 GHz
Block E+ sizes for J = 0..4: [1, 1, 2, 2, 3]
Block E- sizes for J = 0..4: [0, 0, 1, 1, 2]
Block O+ sizes for J = 0..4: [0, 1, 1, 2, 2]
Block O- sizes for J = 0..4: [0, 1, 1, 2, 2]
Level, energy (GHz), D2 species, characters Ra Rb Rc:
  0_00     0.0000  A   +1 +1 +1
  1_01    30.0000  Ba  +1 -1 -1
  1_11    42.0000  Bb  -1 +1 -1
  1_10    48.0000  Bc  -1 -1 +1
  2_02    88.2510  A   +1 +1 +1
  2_12    96.0000  Bc  -1 -1 +1
  2_11   114.0000  Bb  -1 +1 -1
  2_21   150.0000  Ba  +1 -1 -1
  2_20   151.7490  A   +1 +1 +1
From 1_01: upper level, frequency (GHz), type, strengths Sa Sb Sc
  2_02    58.2510  a     1.94491 0.00000 0.00000
  2_12    66.0000  b     0.00000 1.50000 0.00000
  2_11    84.0000  c     0.00000 0.00000 1.50000
  2_21   120.0000  none  0.00000 0.00000 0.00000
  2_20   121.7490  a     0.05509 0.00000 0.00000
Sum of Sa from 1_01 over all levels = 3.000000
Sum of Sb from 1_01 over all levels = 3.000000
Sum of Sc from 1_01 over all levels = 3.000000
Photon energy of 1_01 to 2_02 = 8.8532e-06 hartree
Largest forbidden strength, J <= 3: 3.4e-30
Smallest allowed strength, J <= 3: 1.09e-02
Smallest gap inside a block, J <= 6, B from C to A: 62.35 GHz
Tilted axes, added term 2 GHz (JaJb + JbJa), J=2:
  largest element of [Ra, H] = 12.000 GHz
  largest element of [Rb, H] = 12.000 GHz
  largest element of [Rc, H] = 0.000 GHz
```
